# Coherency strain and the spinodal of a regular-solution alloy

## Result

A crystalline alloy A$_{1-x}$B$_x$ can lower its chemical free energy by separating into regions rich in A and rich in B. If the lattice stays continuous, these regions must share lattice planes although they prefer different lattice constants. The resulting elastic energy lowers the spinodal temperature, below which a homogeneous alloy is unstable against small composition waves.

For a regular solution in mean-field theory, the coherent spinodal is

$$kT_{\rm coh}=2x(1-x)\left(\Omega-\eta^2Yv\right),$$

and its depression below the chemical spinodal is

$$\Delta T=T_{\rm chem}-T_{\rm coh}=\frac{2\eta^2Yv}{k}\,x(1-x).$$

Here $\Omega$ is the interaction parameter per atom, $v$ the atomic volume, $\eta=d\ln a/dx$ the lattice-expansion coefficient and $a$ the lattice constant. $Y$ is the elastic modulus of the softest modulation direction, found below. All are evaluated at the mean composition $x$. The depression is strictly proportional to $x(1-x)$ when $\eta^2Yv$ does not vary with $x$.

If $\eta^2Yv\ge\Omega$, the first formula gives no positive temperature. The alloy then has no coherent spinodal, and $\Delta T$ only expresses the elastic stabilization as a temperature; it is not an observable shift.

## The chemical spinodal

With random mixing and constant $\Omega$, the free energy per atom of a homogeneous, stress-free alloy is, apart from terms linear in $x$,

$$f(x)=\Omega x(1-x)+kT\left[x\ln x+(1-x)\ln(1-x)\right].$$

A positive $\Omega$ favours separation. It includes the local bond distortions of the homogeneous alloy; the coherency energy is the additional cost of a long-wave composition change. Two differentiations give

$$f'=\Omega(1-2x)+kT\ln\frac{x}{1-x},$$

$$f''=-2\Omega+kT\left(\frac1x+\frac1{1-x}\right)=\frac{kT}{x(1-x)}-2\Omega .$$

Let the composition become $x+\delta x(\mathbf r)$. Atoms are conserved, so $\langle\delta x\rangle=0$, where the brackets denote a volume average. The linear term of the Taylor series vanishes, and the chemical change per atom is $\tfrac12f''\langle\delta x^2\rangle$ to second order. It changes sign at

$$kT_{\rm chem}=2\Omega x(1-x).$$

## The elastic energy of a composition wave

Take the stress-free homogeneous crystal as the reference. A region of composition $x+\delta x$ would, if cut free, expand by the strain $\eta\,\delta x$ in every direction. In the coherent crystal the actual strain derives from a continuous displacement $\mathbf u$:

$$\varepsilon_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i).$$

The difference between actual and stress-free strain costs the energy density

$$w=\tfrac12C_{ijkl}(\varepsilon_{ij}-\eta\,\delta x\,\delta_{ij})(\varepsilon_{kl}-\eta\,\delta x\,\delta_{kl}),$$

with repeated indices summed. Both brackets are of first order in $\delta x$. A change of the moduli with composition, or a curvature of $a(x)$, therefore enters $w$ at third order or beyond. For the spinodal, the local values of $C_{ijkl}$ and $\eta$ suffice.

Consider $\delta x=A\cos(q\,\mathbf n\cdot\mathbf r)$, with $\mathbf n$ a unit vector, in a bulk crystal free of external load. The displacement that can balance the forces has the form $\mathbf u=(\mathbf U/q)\sin(q\,\mathbf n\cdot\mathbf r)$, so that

$$\varepsilon_{ij}=\tfrac12(n_iU_j+n_jU_i)\cos(q\,\mathbf n\cdot\mathbf r).$$

An additional uniform strain has no cross term with the cosine after averaging. It would add positive energy, so it is zero at the minimum.

For a cubic crystal, $C_{ijkl}\delta_{kl}=B\delta_{ij}$ with $B=C_{11}+2C_{12}$. Define the acoustic tensor $\Gamma_{jk}=C_{ijkl}n_in_l$. Since $\langle\delta x^2\rangle=A^2/2$, the average energy density is

$$\langle w\rangle=\tfrac14\left[\mathbf U\cdot\Gamma\mathbf U-2\eta AB\,\mathbf n\cdot\mathbf U+3B\eta^2A^2\right].$$

Setting the derivative with respect to $\mathbf U$ to zero gives $\Gamma\mathbf U=\eta AB\,\mathbf n$, hence $\mathbf U=\eta AB\,\Gamma^{-1}\mathbf n$. The first term then equals $\eta^2A^2B^2\,\mathbf n\cdot\Gamma^{-1}\mathbf n$ and the second is minus twice that. The minimum is

$$\langle w\rangle=Y(\mathbf n)\,\eta^2\langle\delta x^2\rangle,\qquad 2Y(\mathbf n)=3B-B^2\,\mathbf n\cdot\Gamma^{-1}\mathbf n .$$

The wavelength has dropped out. For a general pattern, products of waves with different wavevectors average to zero, so the energies of its Fourier components add.

## The softest direction

With $D=2C_{44}-C_{11}+C_{12}$, the cubic acoustic tensor is

$$\Gamma_{jk}=C_{44}\delta_{jk}+(C_{12}+C_{44})n_jn_k-Dn_j^2\delta_{jk},$$

with no sum over $j$ in the last term. For $\mathbf n$ along [100], $\Gamma\mathbf n=C_{11}\mathbf n$. Therefore

$$Y_{100}=\frac B2\left(3-\frac B{C_{11}}\right)=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}} .$$

In an isotropic solid $D=0$, and $\Gamma\mathbf n=C_{11}\mathbf n$ holds for every direction. All patterns then have the same modulus. With Young's modulus $E$ and Poisson's ratio $\nu$, one has $C_{11}-C_{12}=E/(1+\nu)$, $B=E/(1-2\nu)$ and $C_{11}=E(1-\nu)/[(1+\nu)(1-2\nu)]$, which give

$$Y=\frac E{1-\nu}.$$

For $D\ge0$, no direction is softer than [100]. To prove this, take any vector $\mathbf u$ and form

$$Q=\mathbf u\cdot\Gamma\mathbf u-C_{11}(\mathbf n\cdot\mathbf u)^2 .$$

The definition of $D$ gives $C_{12}+C_{44}-C_{11}=D-C_{44}$, so

$$Q=C_{44}\left[|\mathbf u|^2-(\mathbf n\cdot\mathbf u)^2\right]+D\left[(\mathbf n\cdot\mathbf u)^2-\sum_in_i^2u_i^2\right].$$

For each pair of axes $i<j$ write $p=n_iu_j$ and $s=n_ju_i$. Because $|\mathbf n|=1$, the first bracket is the sum of $(p-s)^2$ over pairs. The second is the sum of $2ps$. Thus

$$Q=\sum_{i<j}\left[C_{44}(p^2+s^2)-2(C_{44}-D)ps\right].$$

Each term is non-negative if $|C_{44}-D|\le C_{44}$, that is, if $0\le D\le2C_{44}$. The upper limit holds because $2C_{44}-D=C_{11}-C_{12}$ is positive in a stable crystal.

Now choose $\mathbf u=\Gamma^{-1}\mathbf n$ and let $g=\mathbf n\cdot\Gamma^{-1}\mathbf n>0$. Then $Q=g-C_{11}g^2\ge0$, so $g\le1/C_{11}$. A smaller $g$ means a larger $Y$, and [100] reaches the bound.

The condition on $D$ matters. Along [111], $\Gamma\mathbf n=(C_{11}+\tfrac23D)\mathbf n$. If $D<0$, this makes $g$ larger than $1/C_{11}$, and [111] is softer than [100]. The modulus in the spinodal formula must then be the minimum of $Y(\mathbf n)$ over directions.

## The coherent spinodal

Multiplying the elastic energy density by the atomic volume and adding the chemical part gives, per atom,

$$\frac{\Delta F}{N}=\tfrac12\left[f''+2\eta^2Y(\mathbf n)v\right]\langle\delta x^2\rangle .$$

The factor 2 appears because the elastic energy $\eta^2Yv\langle\delta x^2\rangle$ has been placed inside a bracket with prefactor $\tfrac12$. As the temperature falls, the bracket first vanishes for the smallest $Y$:

$$\frac{kT_{\rm coh}}{x(1-x)}-2\Omega+2\eta^2Yv=0 .$$

Solving for $T_{\rm coh}$ gives the stated result. The factor $x(1-x)$ comes from the entropy: the elastic curvature $2\eta^2Yv$ is converted into a temperature by dividing it by the entropic curvature per kelvin, $k/[x(1-x)]$.

A gradient energy $\kappa|\nabla x|^2$ per atom, with $\kappa>0$, would add $2\kappa q^2$ to the bracket. It stabilizes short waves, so the spinodal belongs to wavelengths long compared with the atomic spacing but short compared with the crystal.

Three limits follow.

- For small $x$, $\Delta T\approx2x\eta^2Yv/k$, which is linear in the solute content.
- With $\eta^2Yv$ fixed, the depression is largest at $x=\tfrac12$, where it equals $\eta^2Yv/(2k)$.
- The ratio of the two spinodals is $T_{\rm coh}/T_{\rm chem}=1-\eta^2/\eta_c^2$, with $\eta_c=\sqrt{\Omega/(Yv)}$. At $\eta_c$ the coherent spinodal reaches absolute zero.

## A strongly mismatched alloy

Take a diamond-lattice alloy with round parameters in the rough regime of germanium-tin. The lattice constants of A and B are 0.57 and 0.65 nm. The moduli $(C_{11},C_{12},C_{44})$ are (130, 50, 65) GPa for A and (70, 30, 35) GPa for B. All are interpolated linearly. The interaction parameter, $\Omega=0.10$ eV, is an assumed order of magnitude and probably a low one. In a valence-force (Keating) model with these lattice constants, $C_{11}$ and $C_{12}$, bond distortions alone give about 0.13 to 0.16 eV.

At $x=0.20$ the lattice constant is $0.57+0.20\times0.08=0.586$ nm. Eight atoms share the cubic cell, so

$$\eta=\frac{0.08}{0.586}=0.1365,\qquad v=\frac{0.586^3}{8}=0.02515\ {\rm nm^3}.$$

The interpolated moduli are 118, 46 and 59 GPa. Here $D=118-72=46$ GPa is positive, so [100] is softest:

$$Y=\frac{(118-46)(118+92)}{118}=128.1\ {\rm GPa}.$$

The product $Yv$ is 20.1 eV, and $\eta^2Yv=0.375$ eV. The two temperatures are

$$T_{\rm chem}=\frac{2(0.10\ {\rm eV})(0.16)}k=371\ {\rm K},$$

$$\Delta T=\frac{2(0.375\ {\rm eV})(0.16)}k\approx1390\ {\rm K}.$$

Their difference is about $-1020$ K, so this model alloy has no coherent spinodal. Its expansion coefficient is nearly twice the critical value $\eta_c=0.0705$. With the other parameters held fixed, $\Omega$ would have to exceed 0.375 eV, 3.75 times the assumed value, before a coherent spinodal appeared.

At 300 K the chemical curvature $f''$ is $-0.038$ eV, which by itself means instability. Coherency adds $2\eta^2Yv=0.750$ eV and brings the total to 0.711 eV. A direct calculation gives the same total: the composition was modulated along [100] with amplitude 0.002, the elastic energy was minimized numerically over the displacements, and the moduli were allowed to follow the local composition.

## A weakly mismatched alloy

To see a finite coherent spinodal, set $\eta=0.05$ and hold $\Omega$, $Y$ and $v$ at the values just used. This second model represents no particular material. Now $\eta^2Yv=0.0503$ eV, about half of $\Omega$.

| $x$ | $T_{\rm chem}$ (K) | $\Delta T$ (K) | $T_{\rm coh}$ (K) |
|---:|---:|---:|---:|
| 0.10 | 209 | 105 | 104 |
| 0.20 | 371 | 187 | 185 |
| 0.50 | 580 | 292 | 288 |

These temperatures were found as the points where a small modulation leaves the total free energy unchanged. The depression grows by a factor of 2.78 from the first row to the last, as does $x(1-x)$, which rises from 0.09 to 0.25. The fractional depression is the same in every row because $\eta^2Yv/\Omega$ was held fixed.

## How far the assumptions carry

The following estimates refer to the strongly mismatched alloy.

**Composition dependence.** At $x=0.50$, $\eta^2Yv$ is 0.329 eV, 12% below its value at $x=0.20$. For a linear $a(x)$, $\eta^2v$ is proportional to $a$ and rises slightly, so the decrease comes from the softer moduli. The depression therefore departs from a pure $x(1-x)$ law by about this amount between the two compositions.

**Direction.** The moduli for waves along [110] and [111] are 158.6 and 166.7 GPa, which exceed the [100] value by 24% and 30%.

**A clamped film.** Let a (001) film be held to the in-plane lattice constant $a_A$ of a substrate of pure A, with composition varying through its thickness. Each layer has in-plane strain $\varepsilon_m=(a_A-a)/a$ and no normal stress. Its energy per atom is $vY\varepsilon_m^2$, with the same $Y_{100}$. With this strain measure, the second derivative with respect to $x$ is 0.632 eV, against the bulk value of 0.750 eV. Linear elasticity does not fix the strain measure at a finite misfit, and the result depends on it: $(a_A-a)/a_A$ in place of $\varepsilon_m$ gives 0.75 eV, the logarithmic strain 0.69 eV and the Lagrangian strain 0.58 eV. Only third-order elastic constants could narrow this spread. Within it, clamping causes no resolved change. This estimate does not cover modulation in the film plane.

**A free membrane.** Let a thin (001) membrane be modulated along [100] with a wavelength much longer than its thickness. The stresses along the modulation and normal to the membrane vanish. Continuity still prevents the transverse in-plane direction from following the modulation, so the energy density is that of uniaxial stress, $\tfrac12E_{100}\eta^2\delta x^2$, where

$$E_{100}=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}+C_{12}}=92.2\ {\rm GPa}.$$

Relative to bulk, the elastic energy is multiplied by $E_{100}/(2Y)=0.36$. The elastic curvature falls to 0.270 eV, which still exceeds $2\Omega=0.20$ eV. With the assumed $\Omega$, the membrane at $x=0.20$ is thus stable against this modulation at every temperature. The margin is small: any $\Omega$ above 0.135 eV, well within the uncertainty of the assumed value, gives the membrane a finite coherent spinodal, while the bulk crystal needs 0.375 eV.

This does not make the membrane stable against every modulation. If $\delta x$ varies linearly through the thickness, the stress-free strain $\eta\,\delta x$ is itself compatible with a continuous lattice. A membrane free to bend then adopts it, and in linear theory no elastic energy remains. This holds while the deflection is small compared with the thickness. Beyond that, spherical bending stretches the membrane, a wide membrane curls toward a cylinder, and the elastic energy approaches the factor 0.36 again, so the relief covers only very small amplitudes when the width far exceeds the thickness. Apart from the gradient energy, only the chemical curvature decides, and at 300 K it is negative.

**Mean-field mixing.** Correlations between neighbours lower the chemical critical temperature at $x=\tfrac12$. For pair interactions between nearest neighbours, the Bethe approximation puts the transition at $(z-1)\tanh K=1$, where $z=4$ is the number of neighbours and $K$ the reduced pair coupling, inversely proportional to $T$. Mean-field theory puts it at $zK=1$. The ratio of the two temperatures is $1/[4\,{\rm artanh}(1/3)]=0.72$, so the mean-field value of 580 K would become about 420 K.

## Stability against other kinds of decomposition

Coherent stability concerns small changes on a continuous lattice. If the two phases can separate without sharing a strained lattice, the chemical free energy alone decides. Since $f(x)=f(1-x)$, the common tangent of the regular solution is horizontal. The condition $f'(x)=0$ gives the incoherent phase boundary for $x<\tfrac12$:

$$kT_{\rm bin}=\frac{\Omega(1-2x)}{\ln[(1-x)/x]} .$$

At $x=0.20$ this is 502 K. At 300 K the model alloy can therefore lower its free energy by incoherent separation, although small coherent waves cost energy. It is metastable, and the calculation gives no lifetime.

For germanium-tin, the lattice constants and moduli above are rough typical values. A layer clamped to a substrate, or released as a thin membrane, is not an unconstrained bulk crystal. For composition changes through the thickness, clamping alters the elastic curvature by less than this model can resolve. Release as a thin membrane lowers it by 64% for the in-plane wave treated, and removes it for a linear composition change through the thickness only while the membrane bends by less than about its thickness. The model film has a misfit of 2.8% to its substrate, and a real layer with such a misfit may relax through dislocations. Tin can also leave the alloy as a metallic solid or a liquid, neither of which is contained in this free energy. The result therefore argues against coherent spinodal decomposition in the bulk of such an alloy, within the assumed $\Omega$; it does not show that the alloy withstands heating.

## Values computed for the example and the checks

```
MODEL ALLOY, rough germanium-tin regime
lattice constants A, B: 0.57, 0.65 nm
C11, C12, C44 of A: 130.0 50.0 65.0 GPa
C11, C12, C44 of B: 70.0 30.0 35.0 GPa
Omega: 0.10 eV/atom
composition x: 0.20
temperature of use: 300 K
lattice constant at x: 0.5860 nm
atomic volume v: 0.02515 nm^3
C11, C12, C44 at x: 118.0, 46.0, 59.0 GPa
expansion coefficient eta: 0.1365
Y [100]: 128.1 GPa
Y [110]: 158.6 GPa
Y [111]: 166.7 GPa
Y v: 20.12 eV/atom
eta^2 Y v: 0.3749 eV/atom
ratio eta^2 Y v / Omega: 3.75
chemical spinodal: 371.3 K
formal depression: 1392.3 K
formal T_coh (negative = none): -1020.9 K
chemical curvature at use T: -0.0384 eV/atom
coherent curvature at use T: 0.7114 eV/atom
same, from modulated crystal: 0.7114 eV/atom
critical eta: 0.0705
WEAK-MISFIT MODEL, same Omega and Y v
eta: 0.05
eta^2 Y v: 0.0503 eV/atom
x=0.10: chemical 208.9, drop 105.0, coherent 103.8 K
x=0.20: chemical 371.3, drop 186.8, coherent 184.6 K
x=0.50: chemical 580.2, drop 291.8, coherent 288.4 K
NEGLECTED EFFECTS, strong-misfit alloy
eta^2 Y v at x=0.50: 0.3290 eV/atom
bulk elastic curvature: 0.7499 eV/atom
clamped-film elastic curvature: 0.6317 eV/atom
film misfit to substrate A: 2.81 %
E100: 92.2 GPa
membrane/bulk elastic ratio: 0.360
membrane elastic curvature: 0.2698 eV/atom
membrane total curvature at use T: 0.2313 eV/atom
incoherent binodal at x: 502.3 K
Bethe/mean-field critical T: 0.721
```
